# First Switching Event of Two Unequal Threshold Switches in Series

## Problem

A threshold switch is a two-terminal device that conducts poorly until the voltage across it reaches a threshold, and then drops abruptly to a much lower resistance. Two such switches are connected in series across a voltage source. Both start in the off state, and the source voltage \(V\) is raised slowly from zero.

Each switch has the threshold \(V_{\rm th}=1\ \text{V}\). Below threshold each obeys Ohm's law, with off-resistances \(R_1=100\ \text{M}\Omega\) and \(R_2=50\ \text{M}\Omega\). Once on, a switch is modelled as a resistance \(R_{\rm on}=10\ \text{k}\Omega\).

(a) Which switch turns on first, and at what source voltage?

(b) Someone adds the two thresholds and predicts that nothing happens below 2 V. What does this argument assume, and when would it be right?

(c) What voltage does the second switch receive after the first has turned on? Is it enough to turn the second one on?

Take \(V_1\) and \(V_2\) as the voltages across switches 1 and 2, both counted positive in the direction of the current, so that \(V=V_1+V_2\). The threshold is sharp: a switch is off as long as its own voltage is below \(V_{\rm th}\). Nothing except the two switches is connected to the node between them.

## Hints

1. A switch responds to the voltage across itself, not to the source voltage. Before any switching, the circuit is just two resistors.
2. The two switches carry the same current. At what current would each of them reach its threshold?
3. For (b), write down the voltages across both switches at the moment of the first event, and see whether both are at threshold.
4. For (c), replace the resistance of the switch that has fired by \(R_{\rm on}\) and divide the voltage again. Then ask how long the middle node takes to reach its new voltage.

## Full solution

### (a) The first event

On a slow ramp the currents that charge the capacitances of the switches are negligible; the first variation below shows how slow is slow enough. No current leaves the middle node by another path, so the same current \(I\) flows through both switches. While both are off,

\[
V=V_1+V_2=IR_1+IR_2
\quad\Rightarrow\quad
I=\frac{V}{R_1+R_2}.
\]

Multiplying this current by each resistance gives

\[
V_1=\frac{R_1}{R_1+R_2}\,V=\frac{100}{150}\,V=\frac23V,
\qquad
V_2=\frac{R_2}{R_1+R_2}\,V=\frac{50}{150}\,V=\frac13V .
\]

The more resistive switch takes the larger share. Its voltage reaches threshold when

\[
\frac23V=1\ \text{V}
\quad\Rightarrow\quad
V_{\rm first}=\frac32\times1\ \text{V}=1.5\ \text{V}.
\]

At that moment \(V_1=1.0\ \text{V}\) and \(V_2=0.5\ \text{V}\). Switch 2 is only halfway to its threshold, so switch 1 fires first, at a source voltage of 1.5 V.

The same result can be read from the currents. Switch 1 reaches threshold at \(V_{\rm th}/R_1=10\ \text{nA}\), switch 2 at \(V_{\rm th}/R_2=20\ \text{nA}\). The common current rises from zero and meets the smaller value first. The source voltage is then \(10\ \text{nA}\times150\ \text{M}\Omega=1.5\ \text{V}\).

This form extends directly to unequal thresholds \(V_{\rm th,1}\) and \(V_{\rm th,2}\):

\[
V_{\rm first}=(R_1+R_2)\,
\min\!\left(\frac{V_{\rm th,1}}{R_1},\frac{V_{\rm th,2}}{R_2}\right).
\]

In a series chain of ohmic switches, the one with the lowest threshold current fires first, which need not be the one with the lowest threshold voltage. For the present values the two candidates are 1.5 V and 3 V. The second is never realised, because by then switch 1 is no longer off and the voltage no longer divides in the ratio two to one.

### (b) Why the thresholds do not add

The prediction of 2 V assumes that each switch holds 1 V just before switching, that is, that both arrive at threshold together. With a common current this requires

\[
\frac{V_{\rm th,1}}{R_1}=\frac{V_{\rm th,2}}{R_2},
\]

which for equal thresholds means equal resistances. Two switches of 50 MΩ each would indeed first switch at 2 V. Here, a source voltage of 2 V with both switches off would put \(\tfrac23\times2\ \text{V}\approx1.33\ \text{V}\) across switch 1, well past its threshold.

The sum of the thresholds does have a meaning: it is an upper bound on the first event. As long as both switches are off, \(V_1<V_{\rm th,1}\) and \(V_2<V_{\rm th,2}\). Adding these inequalities gives \(V<V_{\rm th,1}+V_{\rm th,2}\). Both switches therefore cannot still be off when the source reaches the sum. This argument does not use Ohm's law.

For equal thresholds and \(R_1\ge R_2\), the result can be written as

\[
V_{\rm first}=V_{\rm th}\left(1+\frac{R_2}{R_1}\right).
\]

It runs from \(2V_{\rm th}\) for matched resistances down towards \(V_{\rm th}\) for \(R_1\gg R_2\). In the latter limit switch 1 takes nearly the whole source voltage, and the second switch adds almost nothing to the source voltage at which the first event occurs.

### (c) What happens to the second switch

Hold the source at 1.5 V and let switch 1 turn on. With \(R_1\) replaced by \(R_{\rm on}\), the voltage on switch 2 settles at

\[
V_2=\frac{R_2}{R_2+R_{\rm on}}\times1.5\ \text{V}
=\frac{50}{50.01}\times1.5\ \text{V}=1.4997\ \text{V}.
\]

This exceeds the threshold of switch 2. The condition for that is

\[
\frac{1.5\,R_2}{R_2+R_{\rm on}}>1
\;\Rightarrow\;
1.5\,R_2>R_2+R_{\rm on}
\;\Rightarrow\;
R_{\rm on}<\frac{R_2}{2}=25\ \text{M}\Omega,
\]

which 10 kΩ satisfies by a wide margin. If switch 1 stays on, switch 2 follows it without any further rise of the source voltage.

Whether switch 1 stays on is a separate question. While switch 2 is still off, the steady current is only \(1.4997\ \text{V}/50\ \text{M}\Omega\approx30\ \text{nA}\). Real threshold switches need a minimum holding current to remain on, and it is usually much larger than this. It therefore matters how fast \(V_2\) rises.

Let each switch have a capacitance of 1 fF across it, including wiring, so that \(C_1=C_2=1\ \text{fF}\). Current conservation at the middle node reads

\[
\frac{V_1}{R_{\rm on}}+C_1\frac{dV_1}{dt}
=\frac{V_2}{R_2}+C_2\frac{dV_2}{dt}.
\]

The source is held fixed, so \(V_1=V-V_2\) and \(dV_1/dt=-dV_2/dt\). Therefore

\[
(C_1+C_2)\frac{dV_2}{dt}
=\frac{V-V_2}{R_{\rm on}}-\frac{V_2}{R_2}.
\]

Since \(R_{\rm on}\ll R_2\), the time constant is close to \(R_{\rm on}(C_1+C_2)=10\ \text{k}\Omega\times2\ \text{fF}=20\ \text{ps}\). The voltage \(V_2\) climbs exponentially from 0.5 V towards 1.5 V. At 1 V half the distance is left, which takes \(20\ \text{ps}\times\ln2\approx14\ \text{ps}\).

Suppose that switch 1 returns to its off state after this charging is complete. The node then relaxes through the off-resistances, with the time constant

\[
\tau=(C_1+C_2)\frac{R_1R_2}{R_1+R_2}
=2\ \text{fF}\times33.3\ \text{M}\Omega\approx66.7\ \text{ns}.
\]

Now \(V_2\) falls from 1.5 V towards 0.5 V and passes 1 V after \(\tau\ln2\approx46\ \text{ns}\). In the ohmic model, switch 2 is thus above threshold for at most about 46 ns if switch 1 recovers. This is an upper value, because the current \(V_1/R_{\rm on}\) in switch 1 decays from 100 µA as the node charges, and switch 1 drops out when it reaches the holding current \(I_h\). Then \(V_2\) peaks at \(1.5\ \text{V}-I_hR_{\rm on}\). For \(I_h=10\ \mu\text{A}\) the peak is 1.4 V and the time above threshold is \(\tau\ln(0.9/0.5)\approx39\ \text{ns}\). For \(I_h>50\ \mu\text{A}\), switch 1 drops out before \(V_2\) reaches 1 V. The switching delay grows as the voltage falls towards threshold. For a holding current well below 50 µA, switch 2 therefore fires if its delay near the peak voltage is much shorter than this time; otherwise it may not.

### The model beside real devices

The numbers are rough values in the regime of nanoscale ovonic threshold switches, which are used as selectors in memory arrays. For a film thickness of 20 nm, the field at threshold is \(1\ \text{V}/20\ \text{nm}=0.50\ \text{MV/cm}\). Several assumptions can be sized for this example.

- **Threshold scatter.** Switch 1 fires first at \(1.5\,V_{\rm th,1}\). If its threshold is 5% low or high, with everything else fixed, the first event moves to 1.425 V or 1.575 V. These are ohmic values. With the nonlinear conduction of the second variation the same scatter gives 1.76 V or 1.96 V, and if threshold 1 is 8% high while threshold 2 is 8% low, switch 2 fires first.
- **Self-heating.** At the event, switch 1 dissipates about \(1\ \text{V}\times10\ \text{nA}=10\ \text{nW}\) and switch 2 half of that. With a rough thermal resistance of \(10^7\ \text{K/W}\), they warm by 0.10 K and 0.05 K. For off-resistances that fall with temperature with an activation energy of 0.30 eV, the first event moves to 1.501 V, a negligible change.
- **On-state voltage.** A real switch in its on state keeps a holding voltage that a small ohmic \(R_{\rm on}\) does not describe. Once the middle node has charged after the first event, \(V_2=1.5\ \text{V}-V_{\rm on}\), where \(V_{\rm on}\) is the voltage left on switch 1. Switch 2 is carried past threshold if \(V_{\rm on}<0.5\ \text{V}\). Real holding voltages can be comparable to this limit, so the conclusion of part (c) is less secure than that of part (a). If the first event lies at a higher source voltage while the threshold of switch 2 is unchanged, the limit rises by the same amount.
- **Ohmic conduction.** Real chalcogenide switches do not satisfy this assumption near threshold. Their off-current rises much faster than linearly near threshold. The second variation shows that this moves the first event to about 1.86 V for a plausible set of parameters, 24% above the ohmic result. For the same parameters, the steady current after the first event is much larger than 30 nA, which helps switch 1 to stay on. If switch 1 does recover, the middle node relaxes much faster, and switch 2 stays above threshold for far less than 46 ns.

The value of 1.5 V therefore belongs to the ohmic model on a slow ramp. It is not a prediction for any pair of switches whose low-voltage resistances happen to be in the ratio two to one.

## Variation 1: a fast ramp

*The source rises as \(V=at\) from \(t=0\), with both capacitances uncharged. How does the first event depend on the ramp rate \(a\)? Keep the threshold fixed and ignore switching delay.*

Current conservation at the middle node, with both switches off, is

\[
\frac{V_1}{R_1}+C_1\frac{dV_1}{dt}
=\frac{V_2}{R_2}+C_2\frac{dV_2}{dt},
\qquad V_2=at-V_1 .
\]

Inserting \(V_2\) and collecting the terms in \(V_1\) on the left gives

\[
(C_1+C_2)\frac{dV_1}{dt}
+\left(\frac1{R_1}+\frac1{R_2}\right)V_1
=\frac{at}{R_2}+C_2a .
\]

Multiply by \(R_1R_2/(R_1+R_2)\) and define \(\alpha=R_1/(R_1+R_2)\) and \(\beta=C_2/(C_1+C_2)\). With \(\tau\) as before,

\[
\tau\frac{dV_1}{dt}+V_1=\alpha at+\beta a\tau .
\]

Try the particular solution \(V_1=\alpha at+B\). It requires \(\alpha a\tau+B=\beta a\tau\), so \(B=-a\tau(\alpha-\beta)\). Adding the decaying solution \(Ke^{-t/\tau}\) and imposing \(V_1(0)=0\) gives \(K=a\tau(\alpha-\beta)\). Hence

\[
V_1=\alpha at-a\tau(\alpha-\beta)\left(1-e^{-t/\tau}\right).
\]

Here \(\alpha=\tfrac23\) and \(\beta=\tfrac12\), so \(\alpha-\beta=\tfrac16\). Switch 1 still leads, because

\[
V_1-V_2=2V_1-at=\frac a3\left[t-\tau\left(1-e^{-t/\tau}\right)\right]>0
\quad\text{for } t>0 .
\]

**Slow ramp, \(t\gg\tau\) at the event.** The exponential has died out, and \(\tfrac23V-\tfrac16a\tau=1\ \text{V}\). Multiplying by \(\tfrac32\),

\[
V_{\rm first}\approx1.5\ \text{V}+\frac{a\tau}{4}.
\]

**Fast ramp, \(t\ll\tau\) at the event.** Now \(1-e^{-t/\tau}\approx t/\tau\), and \(V_1\approx\alpha at-(\alpha-\beta)at=\beta V=V/2\). The capacitances divide the voltage equally, and the first event tends to 2 V. The thresholds add in this limit because the capacitances are equal, although the resistances are not.

At \(a=10^6\ \text{V/s}\), the product \(a\tau\) is 0.0667 V and the first event lies at 1.517 V, about 1% above the static value. It rises to 1.65 V at \(10^7\ \text{V/s}\), to 1.92 V at \(10^8\ \text{V/s}\) and to 1.999 V at \(10^{10}\ \text{V/s}\). A rate of \(10^8\ \text{V/s}\) is 1 V in 10 ns, so for these values a pulse with nanosecond edges tests mainly the capacitances of ohmic switches, while a slow sweep tests the resistances. With the nonlinear conduction of the next variation the node responds much faster near threshold: at \(10^8\ \text{V/s}\) the first event lies only about 0.01 V above its static value, and capacitive division needs rates near \(10^9\ \text{V/s}\) or above.

## Variation 2: conduction that steepens with voltage

*Return to a slow ramp, but replace Ohm's law by*

\[
I=\frac{V_0}{R_i}\sinh\frac{V_i}{V_0},
\]

*with the same \(V_0\) for both switches. Where is the first event now?*

For \(V_i\ll V_0\) the law reduces to \(I=V_i/R_i\), so the low-voltage resistances are still in the ratio two to one. The form follows from a simple hopping picture. A field \(F\) lowers the barrier for a forward hop between traps a distance \(s\) apart by \(qFs/2\), where \(q\) is the elementary charge, and raises it by the same amount for a backward hop. The difference of the two rates is proportional to \(\sinh(qFs/2kT)\). With \(F=V_i/d\) in a film of thickness \(d\),

\[
V_0=\frac{2kT}{q}\,\frac ds .
\]

For \(T=300\ \text{K}\), \(d=20\ \text{nm}\) and a rough trap spacing \(s=5\ \text{nm}\), this gives \(V_0=0.207\ \text{V}\). The threshold is several times \(V_0\), so the switches are far from ohmic when they fire.

Equal currents require

\[
\sinh\frac{V_2}{V_0}=\frac{R_2}{R_1}\sinh\frac{V_1}{V_0}
=\frac12\sinh\frac{V_1}{V_0}.
\]

Since \(\sinh\) is an increasing function, \(V_2<V_1\), and switch 1 again fires first. Setting \(V_1=V_{\rm th}\) and solving for \(V_2\),

\[
V_{\rm first}=V_{\rm th}+V_0\,\operatorname{arsinh}\!\left(\frac12\sinh\frac{V_{\rm th}}{V_0}\right)
=1\ \text{V}+0.857\ \text{V}\approx1.86\ \text{V}.
\]

For \(V_0\gg V_{\rm th}\), \(\sinh x\approx x\) gives \(V_2=V_{\rm th}/2\) and restores 1.5 V. For \(V_0\ll V_{\rm th}\), \(\sinh x\approx e^x/2\) gives \(V_2\approx V_{\rm th}-V_0\ln2\), so that \(V_{\rm first}\approx2V_{\rm th}-V_0\ln2\), which tends to 2 V. When the current is exponential in voltage, a factor of two in current costs only the small voltage \(V_0\ln2\), and the two switches share the source voltage almost equally.

The divider rule itself has not failed. What counts is the ratio of the resistances \(V_i/I\) at the moment of switching. Here it is \(1/0.857\approx1.167\), not 2, and \(V_{\rm th}(1+1/1.167)\) again gives about 1.86 V. To predict the first event of a real pair, one needs the off-state current of each switch as a function of voltage, up to its threshold; resistances measured at low voltage are not enough.

The numerical output below lists the values used here.

## Computed results

```
Threshold of each switch: 1.00 V
Off-resistance, switch 1: 100 Mohm
Off-resistance, switch 2: 50 Mohm
On-resistance: 10 kohm
Film thickness: 20 nm
Field at threshold: 0.50 MV/cm
Threshold current, switch 1: 10.0 nA
Threshold current, switch 2: 20.0 nA
First event, source voltage: 1.5000 V
Voltage on switch 1 at event: 1.0000 V
Voltage on switch 2 at event: 0.5000 V
First event for equal resistances: 2.0000 V
Settled V2 after switch 1 is on: 1.4997 V
Steady current then: 30.0 nA
Time for V2 to reach threshold: 13.9 ps
Time V2 stays above if 1 recovers: 46.2 ns
Capacitance across each switch: 1.0 fF
Middle-node time constant: 66.7 ns
First event at ramp 1e+06 V/s: 1.5167 V
First event at ramp 1e+07 V/s: 1.6527 V
First event at ramp 1e+08 V/s: 1.9164 V
First event at ramp 1e+10 V/s: 1.9990 V
Slow-ramp estimate at 1e6 V/s: 1.5167 V
Temperature: 300 K
Trap spacing: 5 nm
Nonlinearity voltage V0: 0.2068 V
First event with sinh conduction: 1.8567 V
Ratio of V/I at that event: 1.167 (no unit)
Threshold scatter: 5 percent
First event, threshold 1 low: 1.4250 V
First event, threshold 1 high: 1.5750 V
Activation energy: 0.30 eV
Thermal resistance: 1e+07 K/W
Self-heating of switch 1: 0.100 K
Self-heating of switch 2: 0.050 K
First event with self-heating: 1.5010 V
```
